# Finite-Volume Electron Mass Shift without Spatial Photon Zero Modes

## A static charge in a periodic box

Put an infinitely heavy charge $e$ in a cube of side $L$ with periodic fields. Here $\hbar=c=1$ and the charge is Gaussian, so $e^2=\alpha$ and the Coulomb potential has Fourier transform $4\pi e/k^2$. The allowed momenta are $\mathbf k=2\pi\mathbf n/L$ with integer $\mathbf n$. At $\mathbf k=0$ the Poisson equation $k^2\phi_{\mathbf k}=4\pi\rho_{\mathbf k}$ has no solution for a net charge. Dropping this mode amounts to adding a uniform neutralizing background.

The self-energy is $\frac12 L^{-3}\sum_{\mathbf k\ne0}4\pi e^2/k^2$. In infinite volume the sum becomes an integral. Both diverge at large $k$, but their difference is finite. For a function $g$ for which the limit exists, define

$$\mathcal D[g]=\lim_{\epsilon\to0}\Big[\frac1{L^3}\sum_{\mathbf k\neq0}-\int\!\frac{d^3k}{(2\pi)^3}\Big]g(\mathbf k)\,e^{-\epsilon k^2}.$$

The static shift is $2\pi e^2\,\mathcal D[1/k^2]$, and one lattice constant determines it.

**The constant.** Let $\Theta(t)=\sum_{\mathbf n}e^{-\pi n^2t}$, including $\mathbf n=0$. Poisson summation gives $\Theta(t)=t^{-3/2}\Theta(1/t)$, while $\int d^3n\,e^{-\pi n^2t}=t^{-3/2}$. Define

$$F(t)=\Theta(t)-1-t^{-3/2},\qquad \kappa=-\int_0^\infty F(t)\,dt .$$

The integral converges: $F\to-1$ as $t\to0$, and $F\to-t^{-3/2}$ as $t\to\infty$. With the cutoff written as $e^{-\pi\tau n^2}$,

$$\frac{e^{-\pi\tau n^2}}{n^2}=\pi\int_\tau^\infty e^{-\pi n^2t}dt
\;\Rightarrow\;
\Big(\sum_{\mathbf n\ne0}-\int d^3n\Big)\frac1{n^2}=\pi\int_0^\infty F\,dt=-\pi\kappa .$$

For a rapidly converging sum, split the integral at $t=s$. Above $s$, the lattice terms integrate to $e^{-\pi sn^2}/(\pi n^2)$ and $-t^{-3/2}$ gives $-2/\sqrt s$. Below $s$, the Poisson form leaves $F=-1+t^{-3/2}\sum_{\mathbf n\ne0}e^{-\pi n^2/t}$. The constant gives $-s$. With $u=t^{-1/2}$, each lattice term gives

$$\int_0^s t^{-3/2}e^{-\pi n^2/t}dt=2\int_{s^{-1/2}}^\infty e^{-\pi n^2u^2}du=\frac{\mathrm{erfc}(n\sqrt{\pi/s})}{n}.$$

Therefore

$$\boxed{\kappa=s+\frac2{\sqrt s}-\sum_{\mathbf n\ne0}\Big[\frac{e^{-\pi sn^2}}{\pi n^2}+\frac{\mathrm{erfc}(n\sqrt{\pi/s})}{n}\Big]}$$

for any $s>0$. At $s=1$ the sum is subtracted from 3. The six nearest vectors contribute 0.155666, the next twelve 0.006899, and the next eight 0.000134, leaving 2.837301. The converged value is $\kappa=2.837297$.

Since $\mathcal D[g]=L^{-3}(\sum_{\mathbf n\ne0}-\int d^3n)\,g(2\pi\mathbf n/L)$,

$$\mathcal D\Big[\frac1{k^2}\Big]=\frac1{L^3}\frac{L^2}{4\pi^2}(-\pi\kappa)=-\frac{\kappa}{4\pi L},$$

and the static shift is $-e^2\kappa/(2L)$. It is negative: the attraction between the charge and the background outweighs the repulsion among the periodic images and within the background.

**The same constant again.** A charge of finite mass also requires the sum over $1/|\mathbf k|$. From $1/n=\int_0^\infty t^{-1/2}e^{-\pi n^2t}dt$, the cutoff replaces $F(t)$ by $F(t+\tau)$. As $F$ is bounded and decays as $t^{-3/2}$, the limit $\tau\to0$ may be taken inside the integral:

$$\Big(\sum_{\mathbf n\ne0}-\int d^3n\Big)\frac1n=\int_0^\infty t^{-1/2}F(t)\,dt .$$

Set $t=1/u$. Then $t^{-1/2}dt\to u^{-3/2}du$ and $F(1/u)=u^{3/2}\Theta(u)-1-u^{3/2}$, so the integrand becomes $\Theta(u)-u^{-3/2}-1=F(u)$. The result is $-\kappa$, and

$$\mathcal D\Big[\frac1{|\mathbf k|}\Big]=\frac1{L^3}\frac{L}{2\pi}(-\kappa)=-\frac{\kappa}{2\pi L^2}.$$

Direct cutoff sums of $1/n^2$ and $1/n$ both reproduce 2.83729748.

## First derivation: the covariant loop

Take a Dirac electron of mass $m$ at rest, with infinite time extent. Photon modes with $\mathbf k=0$ are removed at every frequency. The work is at first order in $\alpha$.

By cubic symmetry and parity, the self-energy at $\mathbf p=0$ has the form $A+B\gamma^0$. The inverse propagator $\gamma^0p_0-m_0-\Sigma$ acts on the rest spinor $u$, with $\gamma^0u=u$ and $\bar uu=1$. Its zero lies at $p_0=m_0+\bar u\Sigma u$, where $\Sigma$ may be evaluated at $p_0=m$ to this order. The bare mass $m_0$ cancels between the box and infinite volume.

In Feynman gauge the loop integrand of $-i\Sigma$ is

$$(-ie\gamma^\mu)\frac{i(\not p-\not k+m)}{D}(-ie\gamma_\mu)\frac{-4\pi i}{k^2},\qquad D=(p-k)^2-m^2 .$$

In this section $k^2=k_0^2-\omega^2$ is the four-dimensional square, with $\omega=|\mathbf k|$ and $E=\sqrt{m^2+\omega^2}$. The phases multiply to $-1$, and division by $-i$ turns this into $-i$. Using $\gamma^\mu\not a\gamma_\mu=-2\not a$ and $\gamma^\mu\gamma_\mu=4$, the spinor average of the numerator is

$$-2(m-k_0)+4m=2m+2k_0 ,$$

because $\bar u\boldsymbol\gamma u=0$. Thus $\Delta m=4\pi\alpha\,\mathcal D[f]$, where

$$f=-i\int\frac{dk_0}{2\pi}\,\frac{2m+2k_0}{(k_0^2-\omega^2)\,[(k_0-m)^2-E^2]} .$$

The integrand falls as $k_0^{-3}$, so the contour can be closed below, around $k_0=\omega$ and $k_0=m+E$. This gives $\int dk_0/2\pi=-i\sum\mathrm{Res}$, hence $f=-\sum\mathrm{Res}$. At the first pole $(\omega-m)^2-E^2=-2m\omega$. At the second, $(m+E)^2-\omega^2=2m(m+E)$. The residues are

$$-\frac{m+\omega}{2m\omega^2},\qquad \frac{4m+2E}{2E\cdot2m(m+E)}=\frac{2m+E}{2mE(m+E)} .$$

Consequently

$$f=\frac1{2\omega^2}+\frac1{2m\omega}+h,\qquad h=-\frac{2m+E}{2mE(m+E)} .$$

The first two terms are singular at $\mathbf k=0$. They give

$$4\pi\alpha\Big[\frac12\Big(-\frac{\kappa}{4\pi L}\Big)+\frac1{2m}\Big(-\frac{\kappa}{2\pi L^2}\Big)\Big]=-\frac{\alpha\kappa}{2L}\Big(1+\frac2{mL}\Big).$$

**The smooth part.** The function $h$ depends on $\omega^2$ and is analytic near the real axis. Poisson summation over all $\mathbf k$, including zero, gives $\sum_{\mathbf j}H(L|\mathbf j|)$, with $H$ the Fourier transform of $h$. The term $\mathbf j=0$ is the subtracted integral. Therefore

$$\mathcal D[h]=-\frac{h(0)}{L^3}+\sum_{\mathbf j\neq0}H(L|\mathbf j|),\qquad h(0)=-\frac{3m}{4m^3}=-\frac3{4m^2}.$$

The angular integral leads to

$$H(r)=-\frac1{4\pi^2r}\frac{d}{dr}\int_{-\infty}^{\infty}h(k)e^{ikr}dk .$$

Since $h$ decays, the contour can be moved up to the cut $k=iq$, $q>m$. On its right side $E=is$ with $s=\sqrt{q^2-m^2}$, and on its left side $h$ has the conjugate value. The integral equals $-2\int_m^\infty dq\,e^{-qr}\,\mathrm{Im}\,h$, with $h$ taken on the right. Here

$$s\,\mathrm{Im}\,h=\mathrm{Re}\frac{2m+is}{2m(m+is)}=\frac{2m^2+s^2}{2m(m^2+s^2)} .$$

Differentiating with respect to $r$ and using $q\,dq=s\,ds$,

$$H(r)=-\frac1{2\pi^2r}\int_0^\infty ds\,e^{-r\sqrt{m^2+s^2}}\,\frac{2m^2+s^2}{2m(m^2+s^2)} .$$

The fraction is at most $1/m$, and $\int_0^\infty ds\,e^{-r\sqrt{m^2+s^2}}=mK_1(mr)$, so $|H|\le K_1(mr)/(2\pi^2r)$. The full first-order result is

$$\boxed{\Delta m=-\frac{\alpha\kappa}{2L}\Big(1+\frac2{mL}\Big)+\frac{3\pi\alpha}{m^2L^3}+R},\qquad R=4\pi\alpha\sum_{\mathbf j\ne0}H(L|\mathbf j|).$$

The remainder $R$ decays as $e^{-mL}$ up to powers. Its terms are labelled by the windings $\mathbf j$ around the box, and the branch point of the electron energy $E$ at $k=im$ sets their decay.

**A point scalar.** The $L^{-3}$ term need not survive a change of spin. For a charged scalar the one-photon vertices give $(2p-k)^2$, and the two-photon vertex adds $-4/k^2$. With $I[X]=-i\int(dk_0/2\pi)X$,

$$2m f_0=I\Big[\frac{(2p-k)^2}{Dk^2}-\frac4{k^2}\Big].$$

Since $D=k^2-2mk_0$, one has $(2p-k)^2=4m^2-4mk_0+k^2=2D+4m^2-k^2$. The bracket becomes $4m^2/(Dk^2)-2/k^2-1/D$. The same contour gives

$$I\Big[\frac1{k^2}\Big]=-\frac1{2\omega},\quad I\Big[\frac1D\Big]=-\frac1{2E},\quad I\Big[\frac1{Dk^2}\Big]=\frac1{4m\omega^2}-\frac1{4mE(m+E)} .$$

Hence

$$f_0=\frac1{2\omega^2}+\frac1{2m\omega}-\frac1{2E(m+E)}+\frac1{4mE}.$$

The singular terms are unchanged. The smooth part at $\mathbf k=0$ is $-1/(4m^2)+1/(4m^2)=0$, so a point scalar has no $L^{-3}$ term. The first two terms of the shift are common to both spins and are called universal below.

## Second derivation: Coulomb and zero-point energies

In Coulomb gauge the interaction separates into an instantaneous part and transverse photons. Both lack the $\mathbf k=0$ mode. From here on $k=|\mathbf k|=\omega$. Time-ordered perturbation theory starts from a filled negative-energy sea, and the vacuum energy is subtracted.

Let $v$ be a Dirac state of momentum $-\mathbf k$ and energy $\pm E$. The instantaneous energy contains $|v^\dagger u|^2$ for each positive-energy $v$. For a negative-energy $v$, the vacuum could have lifted an electron from $v$ into $u$. The real electron blocks that process, so its contribution is removed. The projectors onto energies $\pm E$ have rest-spinor averages $\frac12(1\pm m/E)$, whose difference is $m/E$. In units of $4\pi\alpha/L^3$ per mode,

$$f_{\rm inst}=\frac{m}{2\omega^2E} .$$

Each transverse polarization has squared field amplitude $4\pi/(2\omega L^3)$ and couples through $\boldsymbol\alpha\cdot\boldsymbol\varepsilon$. This matrix anticommutes with $\beta$, so sandwiching a projector between two such factors reverses the sign of its $m/E$ term. Two polarizations then give $1\mp m/E$ for intermediate energy $\pm E$. Emission costs energy $\omega+E-m$. The blocked vacuum process costs $\omega+E+m$ and enters with the opposite sign:

$$f_{\rm tr}=\frac1{2\omega E}\Big[-\frac{E-m}{\omega+E-m}+\frac{E+m}{\omega+E+m}\Big].$$

Write $a=E-m$ and $b=E+m$, so that $\omega=\sqrt{ab}$. The bracket is

$$\frac{\sqrt b-\sqrt a}{\sqrt b+\sqrt a}=\frac{(\sqrt b-\sqrt a)^2}{b-a}=\frac{2E-2\omega}{2m}=\frac{E-\omega}{m},$$

and $f_{\rm tr}=1/(2m\omega)-1/(2mE)$. For the instantaneous part, $\omega^2=(E-m)(E+m)$ gives

$$\frac{m}{2\omega^2E}=\frac1{2\omega^2}-\frac{E-m}{2\omega^2E}=\frac1{2\omega^2}-\frac1{2E(E+m)} .$$

The two nonsingular terms add to $-(2m+E)/[2mE(m+E)]=h$. The covariant $f$ is recovered mode by mode, and with it the boxed mass shift.

The origin of each term is now visible. The $1/L$ shift is the electrostatic energy of the opening example. The $1/L^2$ shift comes from the transverse zero-point field. For a slow charge the kinetic energy contains $e^2A^2/2m$. Two polarizations give $\langle A^2\rangle=4\pi/(\omega L^3)$ per mode, and hence an energy $(4\pi\alpha/L^3)/(2m\omega)$. In the Dirac theory this term comes from the blocked pairs. The coupling of the spin to the magnetic field of a mode enters through emission, which at small $\omega$ contributes $-(\omega^2/2m^2)/(2\omega\cdot\omega)=-1/(4m^2)$. The blocked pairs and the instantaneous part each add another $-1/(4m^2)$, as expanding their expressions at small $\omega$ shows, and the three together give $h(0)=-3/(4m^2)$. These are constants, so they first affect the $L^{-3}$ term.

**Bound charges.** Consider a nonrelativistic state of two charges bound by a local potential, one that depends only on their separation. The total charge is $Q$ in units of $e$ and the total mass is $M$. Let the state be much smaller than $L$, nondegenerate apart from spin, of definite parity, and separated by a gap from its excitations. Its elastic form factor is $Q+O(k^2)$: the total charge fixes the value at $k=0$, and parity removes the linear term. Excitation amplitudes of the charge density start at order $k$. The Coulomb part is therefore $Q^2/(2k^2)+O(1)$.

For photons with $\omega$ far below the gap, the field is effectively uniform and slow. The kinetic energy separates into

$$\sum_i\frac{(\mathbf p_i-q_i\mathbf A)^2}{2m_i}=\frac{(\mathbf P-Qe\mathbf A)^2}{2M}+\frac{(\boldsymbol\pi-\mathbf c)^2}{2\mu},$$

where $q_i$ are the charges, $\boldsymbol\pi$ is the relative momentum, $\mu$ the reduced mass, and $\mathbf c$ is proportional to $\mathbf A$. A phase factor in the relative coordinate removes $\mathbf c$ without altering the binding potential. At $\mathbf P=0$ the energy changes by $Q^2e^2A^2/2M$, whatever the shape of the local potential. This fixes the term $Q^2/(2M\omega)$. Retardation weakens the cancellation by the virtual excitations. The change is of order $\omega$ over the gap times $\sum_iq_i^2/2m_i-Q^2e^2/2M$, a factor that can far exceed $Q^2e^2/2M$: by about ten in the test below, and by about $M/\mu$ for an atomic ion. After division by $\omega$ it is a constant in $f$, equal to $(\mu q_1/m_1-\mu q_2/m_2)^2\langle r^2\rangle/(3e^2)$ for a spherical state, with $r$ the separation. With the cutoff, a constant $c_0$ has $\mathcal D[c_0]=-c_0/L^3$, since its $\mathbf k=0$ value is missing. Structure thus enters at $L^{-3}$, and the first two terms keep their form with $\alpha\to Q^2\alpha$ and $m\to M$.

A test with masses 1 and 2.5, charges 1.7 and $-0.7$, and an anharmonic binding potential illustrates the cancellation. The separate $q_i^2/2m_i$ terms add to 1.5430, but diagonalization gives an energy response of 0.1428571, equal to $Q^2/2M$. Virtual excitations of the pair supply the difference.

## Reading the numbers

With constants restored and $\lambda=\hbar/(mc)$,

$$\Delta(mc^2)=-\frac{e^2\kappa}{2L}\Big(1+\frac{2\lambda}L\Big)+\frac{3\pi e^2\lambda^2}{L^3}+R .$$

For an electron, $\alpha mc^2=0.007297353\times510998.951\ \mathrm{eV}=3728.94$ eV. In a box with $L=10\lambda$, or 3.86 pm:

- Coulomb term: $-3728.94\times2.837297/20=-529.01$ eV.
- Transverse term: the Coulomb term times $2/10$, or $-105.80$ eV.
- $L^{-3}$ term: $3728.94\times9.42478/1000=35.14$ eV.
- Winding remainder: $-0.026$ eV.

Before rounding, the four terms add to $-599.69$ eV, in agreement with the direct mode sum. The digits serve to compare the first-order formula with the first-order sum; neglected terms of order $\alpha^2$ limit their physical accuracy. The two universal terms alone give $-634.81$ eV, too large in magnitude by 5.9% of the full first-order shift. This error falls to 1.5% at $L=20\lambda$ and 0.26% at $L=50\lambda$. For a point scalar of the same mass at $L=10\lambda$, the two terms differ from the direct sum by only 0.006 eV.

At $L=2\lambda$ the expansion is poor for spin 1/2: the two terms give $-5290$ eV and the direct sum gives $-2516$ eV. The $L^{-3}$ term and the windings are then both large. In the opposite limit, $L\gg\lambda$, the static result returns. A 1 nm box has $L/\lambda\approx2590$, a Coulomb shift of $-2.043$ eV and a transverse correction of $-0.0016$ eV. Further values are in the numerical output.

## What each derivation assumes

Both derivations use first order in $\alpha$, a charge at rest in a periodic cube, infinite time extent, and the removal of $\mathbf k=0$ at all frequencies. They also share the lattice constant. A finite time extent or another treatment of the zero modes is a different problem, and so is another box shape. The sums over $1/k^2$ and $1/|\mathbf k|$ share one constant because the cubic lattice is its own dual; a general box needs a separate constant for each.

The covariant derivation assumes a point particle with a known propagator and vertex. In return it gives the full volume dependence at this order, including the $L^{-3}$ coefficient and the windings. It does not by itself show why spin 0 and spin 1/2 share two terms.

The Coulomb-gauge derivation assumes a Hamiltonian and, for the Dirac electron, a filled sea. Its low-momentum form also covers the bound pair considered above, but leaves the $L^{-3}$ coefficient undetermined. There the Coulomb term requires a state much smaller than $L$. The transverse term requires in addition a local binding potential and a lowest photon energy $2\pi/L$ that is small compared with the gap. This fixes the form of the expansion but does not make the $1/L^2$ term larger than the $L^{-3}$ term: a constant $c_0$ in $f$ matches it at $L=4\pi|c_0|M/(\kappa Q^2)$. For He$^+$ the lowest photon energy falls below the gap at $L\approx30$ nm, yet the transverse constant outweighs the $1/L^2$ term up to $L\approx59\ \mu$m. Particles that can decay are not covered.

## Table of computed values

```
fine-structure constant alpha = 0.007297353
electron rest energy = 510998.951 eV
reduced Compton length lambda = 0.386159 pm
Ewald sum with split 1: kappa = 3 - sum over shells
  n^2=1: vectors 6, term 0.155665798, partial kappa 2.844334202
  n^2=2: vectors 12, term 0.006899152, partial kappa 2.837435050
  n^2=3: vectors 8, term 0.000133830, partial kappa 2.837301220
  n^2=4: vectors 6, term 0.000003271, partial kappa 2.837297950
  n^2=5: vectors 24, term 0.000000454, partial kappa 2.837297496
kappa (Ewald, converged) = 2.8372974795
kappa from brute 1/n^2 sum = 2.83729748
kappa from brute 1/|n| sum = 2.83729748
mode function f in units 1/m^2: k/m, loop, closed, Coulomb gauge
  0.2  14.26696811  14.26696811  14.26696811
  1.0  0.50000000  0.50000000  0.50000000
  4.0  0.01131143  0.01131143  0.01131143
at k/m=0.01: instantaneous part * 2k^2 = 0.999950
at k/m=0.01: transverse part * 2mk = 0.990000
worked box: L/lambda = 10, L = 3.86159 pm
  Coulomb term = -529.00553 eV
  transverse term = -105.80111 eV
  two-term shift = -634.80664 eV
  contact L^-3 term = 35.14443 eV
  winding remainder = -0.025890 eV
  direct mode sum = -599.68810 eV
  direct / rest energy = -1.173560e-03
L/lambda, two-term, direct spin 1/2, direct scalar (eV)
     2  -5290.0553  -2516.2605  -5510.8318
     5  -1481.2155  -1212.4925  -1483.5612
    10  -634.8066  -599.6881  -634.8122
    20  -290.9530  -286.5600  -290.9530
    50  -110.0332  -109.7520  -110.0332
L/lambda, (direct - two-term)*m^2*L^3/alpha: spin 1/2, scalar
     2  5.95085  -0.47365
     5  9.00802  -0.07863
    10  9.41783  -0.00150
    20  9.42478  -0.00000
    50  9.42478  -0.00000
3*pi = 9.42478
box of 1 nm: L/lambda = 2589.605
  Coulomb term = -2.042804 eV
  transverse term = -0.001578 eV
bound pair: masses 1.0, 2.5; charges 1.7, -0.7
  energy/A^2: diagonalized 0.1428571, Q^2/2M 0.1428571, bare seagull 1.5430000
```
